# Extrapolating a vacancy energy from 108-site and 256-site cells: test program

```python
"""
Result under test: if a vacancy energy in a periodic cell of N sites obeys
    E(N) = E_inf + A/N      (N proportional to the cell volume V),
then E_inf = (N2*E2 - N1*E1)/(N2 - N1).
The elastic origin of the law is tested on a relaxed harmonic fcc network:
for an isotropic force dipole P in an isotropic solid with a fixed cell,
    E(N) - E_inf = P^2/(2*M*V),   M = K + 4G/3 (longitudinal modulus),
and the relaxation volume at zero pressure is P/K (K bulk, G shear modulus).
Network units: length = half the cubic lattice constant, first spring = 1.
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.constants import e as charge, k as boltzmann

# ---------- extrapolation of the given energies (eV) ----------
N1, N2 = 108, 256
E1, E2 = 0.71, 0.67


def extrapolate(e_small, e_large):
    return (N2 * e_large - N1 * e_small) / (N2 - N1)


def extrapolate_power(p):
    """Limit if the size error falls as N**(-p)."""
    return E2 - (E1 - E2) * N2**-p / (N1**-p - N2**-p)


E_inf = extrapolate(E1, E2)
A = (E1 - E2) / (1 / N1 - 1 / N2)
site_volume = 16.6                      # cubic angstrom, rough, aluminium-like
volumes = site_volume * np.array([N1, N2])
solved = np.linalg.solve(np.column_stack([np.ones(2), 1 / volumes]), [E1, E2])
assert abs(solved[0] - E_inf) < 1e-10
assert abs(solved[1] / site_volume - A) < 1e-8
for p in (1 / 3, 5 / 3):
    line = np.linalg.solve([[1, N1**-p], [1, N2**-p]], [E1, E2])
    assert abs(line[0] - extrapolate_power(p)) < 1e-10

half_digit = 0.005
round_bound = half_digit * (N1 + N2) / (N2 - N1)
corners = [extrapolate(E1 + s * half_digit, E2 + t * half_digit) - E_inf
           for s, t in itertools.product((-1, 1), repeat=2)]
assert abs(max(np.abs(corners)) - round_bound) < 1e-12

# ---------- harmonic fcc network ----------
first = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]
second = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]
bonds = [(np.array(b), 1.0) for b in first]
bonds += [(np.array(b), 0.25) for b in second]
cell_site = 2.0                         # volume per site in network units


def relaxation_energy(n, removed, forces):
    """Relax 4*n^3 sites in a fixed cubic cell; return minus half the work."""
    size = 2 * n
    grid = np.array(list(itertools.product(range(size), repeat=3)))
    sites = grid[grid.sum(axis=1) % 2 == 0]
    index = -np.ones((size, size, size), dtype=int)
    index[tuple(sites.T)] = np.arange(len(sites))
    gone = [index[tuple(np.array(r) % size)] for r in removed]
    blocks = []
    for vector, spring in bonds:
        i = np.arange(len(sites))
        j = index[tuple(((sites + vector) % size).T)]
        keep = ~(np.isin(i, gone) | np.isin(j, gone))
        i, j = i[keep], j[keep]
        row = np.arange(len(i))
        unit = vector / np.linalg.norm(vector) * np.sqrt(spring)
        rows, cols, vals = [], [], []
        for c in range(3):
            if unit[c] != 0:
                rows += [row, row]
                cols += [3 * i + c, 3 * j + c]
                vals += [np.full(len(i), -unit[c]), np.full(len(i), unit[c])]
        blocks.append(sp.csr_matrix(
            (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
            shape=(len(i), 3 * len(sites))))
    stretch = sp.vstack(blocks).tocsr()
    stretch_t = stretch.T.tocsr()
    f = np.zeros(3 * len(sites))
    for position, force in forces:
        s = index[tuple(np.array(position) % size)]
        f[3 * s:3 * s + 3] += force
    # conjugate gradients; the total force is zero, so the system is consistent
    u = np.zeros_like(f)
    r = f.copy()
    d = r.copy()
    rr = r @ r
    target = 1e-18 * rr
    for _ in range(3000):
        hd = stretch_t @ (stretch @ d)
        step = rr / (d @ hd)
        u += step * d
        r -= step * hd
        new = r @ r
        if new < target:
            break
        d = r + new / rr * d
        rr = new
    else:
        raise RuntimeError("relaxation did not converge")
    return -0.5 * f @ u


vacancy_forces = []
for b in first:
    for sign in (1, -1):
        R = sign * np.array(b)
        vacancy_forces.append((R, -R / np.linalg.norm(R)))
middle = np.array([0.5, 0.5, 0.0])      # hopping atom halfway between two sites
saddle_forces = []
for R in [(1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]:
    out = np.array(R) - middle
    saddle_forces.append((np.array(R), 3 * out / np.linalg.norm(out)))

# elastic constants of the network from its springs
C11 = sum(k * b[0]**4 / (b @ b) for b, k in bonds) / cell_site
C12 = sum(k * b[0]**2 * b[1]**2 / (b @ b) for b, k in bonds) / cell_site
C44 = C12                               # central forces
assert abs(C11 - C12 - 2 * C44) < 1e-12  # elastically isotropic
K_net = (C11 + 2 * C12) / 3
dipole = sum(R @ f for R, f in vacancy_forces) / 3

# relaxation volume: minimise the energy of a uniform volume strain directly
stiffness = sum(k * (b @ b) / 9 for b, k in bonds)   # per site
work = sum(f @ (R / 3) for R, f in vacancy_forces)
volume_change = work / stiffness * cell_site
assert abs(volume_change - dipole / K_net) < 1e-10

# intact springs: size dependence against P^2/(2 M V)
n_a, n_b = 10, 16
measured = (relaxation_energy(n_a, [], vacancy_forces)
            - relaxation_energy(n_b, [], vacancy_forces))
slope = measured / (1 / (4 * n_a**3) - 1 / (4 * n_b**3))
slope_theory = dipole**2 / (2 * C11 * cell_site)
# the next elastic term is smaller by order 1/n^2, a few percent at n = 10
assert abs(slope / slope_theory - 1) < 0.06

# cut springs: 108 and 256 sites against a large cell
origin, neighbour = (0, 0, 0), (1, 1, 0)
vac = np.array([relaxation_energy(n, [origin], vacancy_forces)
                for n in (3, 4, n_b)])
sad = np.array([relaxation_energy(n, [origin, neighbour], saddle_forces)
                for n in (3, 4, n_b)])
report = []
for name, x in (("vacancy", vac), ("saddle", sad), ("barrier", sad - vac)):
    raw = x[1] - x[2]
    left = extrapolate(x[0], x[1]) - x[2]
    report.append((name, x[0] - x[2], raw, left))

# ---------- plausibility for rough aluminium-like constants ----------
GPa = 1e9 * 1e-30 / charge              # GPa in eV per cubic angstrom
K_GPa, G_GPa, relax_fraction, T = 76.0, 26.0, 0.3, 800.0
M_GPa = K_GPa + 4 * G_GPa / 3
A_el = (K_GPa * relax_fraction)**2 * site_volume * GPa / (2 * M_GPa)
elastic_gap = A_el * (1 / N1 - 1 / N2)
needed = np.sqrt(2 * M_GPa * A / (site_volume * GPa)) / K_GPa
kT = boltzmann * T / charge

print(f"energy, {N1} sites: {E1:.2f} eV")
print(f"energy, {N2} sites: {E2:.2f} eV")
print(f"weights of large and small cell: {N2/(N2-N1):.4f}, {-N1/(N2-N1):.4f}")
print(f"extrapolated energy: {E_inf:.4f} eV")
print(f"coefficient A: {A:.3f} eV (times sites)")
print(f"size error at {N1} sites: {A/N1:.4f} eV")
print(f"size error at {N2} sites: {A/N2:.4f} eV")
print(f"predicted energy, 500 sites: {E_inf + A/500:.4f} eV")
print(f"input rounding, each energy: {half_digit:.3f} eV")
print(f"largest rounding error of the limit: {round_bound:.4f} eV")
print(f"limit if error goes as N^(-1/3): {extrapolate_power(1/3):.4f} eV")
print(f"limit if error goes as N^(-5/3): {extrapolate_power(5/3):.4f} eV")
print(f"network slope, relaxed cells: {slope:.4f} (network units)")
print(f"network slope, P^2/(2 M Omega): {slope_theory:.4f} (network units)")
print(f"network reference cell: {4*n_b**3} sites")
for name, e108, e256, left in report:
    print(f"network {name}, errors at 108, 256, extrapolated: "
          f"{e108:.5f}, {e256:.5f}, {left:.5f} (network units)")
print(f"rough bulk modulus K: {K_GPa:.0f} GPa")
print(f"rough shear modulus G: {G_GPa:.0f} GPa")
print(f"longitudinal modulus M: {M_GPa:.1f} GPa")
print(f"rough site volume: {site_volume:.1f} cubic angstrom")
print(f"rough relaxation volume: {relax_fraction:.1f} site volumes")
print(f"elastic coefficient: {A_el:.3f} eV (times sites)")
print(f"fitted A over elastic coefficient: {A/A_el:.1f}")
print(f"elastic part of the 108-256 difference: {elastic_gap:.5f} eV")
print(f"relaxation volume demanded by fitted A: {needed:.2f} site volumes")
print(f"temperature of use: {T:.0f} K, kT = {kT:.4f} eV")
print(f"Boltzmann factor, limit against 256 sites: {np.exp((E2-E_inf)/kT):.2f}")
print(f"free-energy shift for entropy of one k_B: {kT:.4f} eV")

for name, e108, e256, left in report:
    assert abs(left) < 0.5 * abs(e256), name
    assert abs(e256) < abs(e108), name
assert vac[0] > vac[1] > vac[2]         # a fixed cell hinders relaxation
assert A > 5 * A_el                     # elasticity alone cannot explain A
print("tests ok")
```

Printed output:

```
energy, 108 sites: 0.71 eV
energy, 256 sites: 0.67 eV
weights of large and small cell: 1.7297, -0.7297
extrapolated energy: 0.6408 eV
coefficient A: 7.472 eV (times sites)
size error at 108 sites: 0.0692 eV
size error at 256 sites: 0.0292 eV
predicted energy, 500 sites: 0.6558 eV
input rounding, each energy: 0.005 eV
largest rounding error of the limit: 0.0123 eV
limit if error goes as N^(-1/3): 0.5500 eV
limit if error goes as N^(-5/3): 0.6576 eV
network slope, relaxed cells: 5.2571 (network units)
network slope, P^2/(2 M Omega): 5.3333 (network units)
network reference cell: 16384 sites
network vacancy, errors at 108, 256, extrapolated: 0.07207, 0.03043, 0.00004 (network units)
network saddle, errors at 108, 256, extrapolated: 0.31014, 0.13654, 0.00986 (network units)
network barrier, errors at 108, 256, extrapolated: 0.23807, 0.10611, 0.00981 (network units)
rough bulk modulus K: 76 GPa
rough shear modulus G: 26 GPa
longitudinal modulus M: 110.7 GPa
rough site volume: 16.6 cubic angstrom
rough relaxation volume: 0.3 site volumes
elastic coefficient: 0.243 eV (times sites)
fitted A over elastic coefficient: 30.7
elastic part of the 108-256 difference: 0.00130 eV
relaxation volume demanded by fitted A: 1.66 site volumes
temperature of use: 800 K, kT = 0.0689 eV
Boltzmann factor, limit against 256 sites: 1.53
free-energy shift for entropy of one k_B: 0.0689 eV
tests ok
```
